# Singlet Counts and Dissociation of N2 in Two Active Spaces

## Problem

A complete active space CAS($N,n$) places $N$ electrons in $n$ spatial orbitals in every way the Pauli principle allows. All other occupied orbitals are inactive, meaning doubly occupied in every configuration. A configuration state function (CSF) is a combination of determinants with one spatial occupation and a definite total spin $S$.

For N$_2$ consider two choices:

- CAS(6,6): the bonding and antibonding combinations of the 2p orbitals. The 1s and 2s orbitals are inactive.
- CAS(10,8), the full-valence space: the 2s combinations are active too.

(a) How many linearly independent singlet CSFs does each space contain, if point-group symmetry is not used?

(b) The ground state of a nitrogen atom is a quartet, $S=3/2$, with configuration $1s^2 2s^2 2p^3$. Can CAS(6,6) describe singlet N$_2$ separating into two such atoms? What weight does the single determinant with three doubly occupied bonding orbitals keep in that limit?

Energies are in hartree and distances in bohr. The Hamiltonian is nonrelativistic and free of spin operators.

## First estimate by scaling

**Counting.** Let $M$ be the total spin projection and $k=N/2$. With $M=0$ there are $k$ up-spin and $k$ down-spin electrons, each set distributed over $n$ orbitals. This gives $\binom nk^2$ determinants. A binomial distribution with $n$ trials of probability $1/2$ has variance $n/4$, so its normal approximation gives

$$\binom nk\approx 2^n\sqrt{\frac{2}{\pi n}}\;e^{-2x^2/n},\qquad x=k-\frac n2 .$$

Squaring,

$$\binom nk^2\approx\frac{2\cdot4^n}{\pi n}\,e^{-4x^2/n}.$$

Not all of these combine into singlets. Every multiplet with $S\ge1$ also has a component with $M=1$, so the singlets are the excess of $M=0$ states over $M=1$ states. Going to $M=1$ replaces $x,x$ by $x+1,x-1$. Since $(x+1)^2+(x-1)^2=2x^2+2$, the number of determinants falls by the factor $e^{-4/n}$. The singlet fraction is then $1-e^{-4/n}\approx4/n$ to leading order in $1/n$, and

$$D_0\approx\frac{8\cdot4^n}{\pi n^2}\,e^{-4x^2/n}.$$

For CAS(6,6), $x=0$ and $D_0\approx 8\cdot4096/(36\pi)\approx290$. For CAS(10,8), $x=1$ and $D_0\approx 8\cdot65536\,e^{-1/2}/(64\pi)\approx1580$.

**Dissociation.** A doubly occupied bonding orbital, stretched to large distance, is half covalent (one electron on each atom) and half ionic (both on one atom). With three bonds, the fully covalent part has weight $(1/2)^3=1/8$. This is the first estimate of what the single determinant retains.

## Exact solution

### The number of singlets

The active space contains all determinants of its orbitals, so spin operators do not lead out of it, and it can be sorted completely into multiplets. For even $N$, $S$ is an integer. Each multiplet with $S\ge1$ contributes one state with $M=0$ and one with $M=1$. A singlet contributes to $M=0$ alone. Subtracting the two numbers therefore leaves the singlets. With $M=1$ there are $k+1$ up spins and $k-1$ down spins, so

$$D_0=\binom nk^2-\binom n{k+1}\binom n{k-1}.$$

For the two spaces,

$$D_0(6,6)=\binom63^2-\binom64\binom62=400-225=175,$$

$$D_0(10,8)=\binom85^2-\binom86\binom84=3136-1960=1176.$$

The count can be resolved by the number $q$ of singly occupied orbitals. Choosing these orbitals, and then the doubly occupied ones among the rest, gives $\binom nq\binom{n-q}{(N-q)/2}$ occupations. The same subtraction applied to $q$ spins gives $f_q=\binom q{q/2}-\binom q{q/2+1}$ singlets per occupation: $f_0=1$, $f_2=2-1=1$, $f_4=6-4=2$, $f_6=20-15=5$. Hence

$$D_0(6,6)=20\cdot1+90\cdot1+30\cdot2+1\cdot5=175,$$

$$D_0(10,8)=56\cdot1+420\cdot1+280\cdot2+28\cdot5=1176.$$

Which occupations a given state uses depends on the orbitals chosen to span the active space. In the atomic orbitals introduced next, the dissociated state lies entirely in the single CAS(6,6) occupation with $q=6$. In the bonding and antibonding orbitals it is spread over several occupations, including closed-shell ones with $q=0$, as the weight of the bonding determinant derived below shows.

### The active orbitals at large distance

Let $a_i$ and $b_i$, $i=1,2,3$, be matching 2p orbitals on atoms A and B, with signs chosen so that their sum is bonding. At large distance their overlap vanishes, and the active orbitals are

$$g_i=\frac{a_i+b_i}{\sqrt2},\qquad u_i=\frac{a_i-b_i}{\sqrt2}.$$

These relations can be inverted, so the six $g_i,u_i$ span the same space as the six $a_i,b_i$. Every determinant of one set expands in determinants of the other. Since CAS(6,6) contains all of them, it may be described equally well with atomic orbitals. The inactive orbitals similarly span 1s and 2s on both atoms, and filling them all doubly gives two closed $1s^22s^2$ shells.

### Coupling two quartets to a singlet

Write $|m\rangle$ for the quartet state with projection $m$. A state with $M=0$ has the form

$$|\Psi\rangle=\sum_m c_m|m\rangle_A|{-m}\rangle_B .$$

Because $S^2=S_-S_++S_z^2+S_z$, this is a singlet if $S_+|\Psi\rangle=0$. The raising operator obeys $S_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$. The product $|m+1\rangle_A|{-m}\rangle_B$ arises in two ways:

- from $c_m$, by raising A, with factor $\sqrt{15/4-m(m+1)}$;
- from $c_{m+1}$, by raising B from $-(m+1)$ to $-m$, with factor $\sqrt{15/4-(m+1)m}$.

The factors are equal, so the sum vanishes if $c_{m+1}=-c_m$. Four coefficients of equal size, normalized, give

$$|\Psi\rangle=\frac12\sum_m(-1)^{3/2-m}|m\rangle_A|{-m}\rangle_B .$$

The states $m=\pm3/2$ are single determinants, with all three spins parallel. Lowering $|3/2\rangle$ flips each spin in turn with equal amplitude, so $|1/2\rangle$ consists of three determinants with coefficient $1/\sqrt3$ each. The same holds for $|{-1/2}\rangle$. Thus $|\Psi\rangle$ contains two determinants of weight $1/4$ and $2\cdot3\cdot3=18$ determinants of weight $\frac14\cdot\frac13\cdot\frac13=\frac1{36}$. The sum is $\frac24+\frac{18}{36}=1$.

Each of these 20 determinants places six electrons in the six local 2p orbitals. All belong to CAS(6,6), and therefore so does $|\Psi\rangle$.

### The energy limit

At infinite separation the Hamiltonian is the sum of two atomic Hamiltonians. It conserves the spin and the electron number of each atom, so $|\Psi\rangle$ does not mix with ionic configurations or with pairs of doublets. It is an eigenstate within the active space. Its energy does not depend on $m$, and for $m=3/2$ each atom is one high-spin determinant. Optimizing the orbitals of that determinant is the restricted open-shell Hartree–Fock (ROHF) problem, so

$$E\to2E_{\rm ROHF}(\mathrm N).$$

CAS(6,6) thus suffices in a definite sense: it gives the correct spin state and two ROHF atoms. It does not include the dynamic correlation within the atoms.

A smaller active space cannot hold this state. In every determinant of $|\Psi\rangle$ each local 2p orbital contains one electron. Moving an electron from one of these orbitals to another leaves an empty and a doubly occupied orbital, a configuration orthogonal to $|\Psi\rangle$. The one-particle density matrix in these orbitals is therefore the unit matrix, and six natural occupations equal 1. Inactive orbitals have occupation 2 and unoccupied ones 0, so all six must be active.

The full-valence space gives the same limit. Five electrons in 2s and 2p can form a quartet as $2s^22p^3$ or as $2s\,2p^4$. Each p electron contributes a factor $-1$ to the parity, so the first is odd and the second even, and they do not mix in the free atom.

### The weight of the bonding determinant

With bars denoting normalized determinants, one doubly occupied bonding orbital expands as

$$|g\alpha\,g\beta|=\tfrac12\big(|a\alpha\,a\beta|+|b\alpha\,b\beta|+|a\alpha\,b\beta|+|b\alpha\,a\beta|\big).$$

The last two terms are covalent. Exchanging columns turns $|b\alpha\,a\beta|$ into $-|a\beta\,b\alpha|$, so together they equal $1/\sqrt2$ times the normalized singlet pair

$$\frac{|a\alpha\,b\beta|-|a\beta\,b\alpha|}{\sqrt2}.$$

Only the product of three covalent parts overlaps $|\Psi\rangle$, which contributes a factor $(1/\sqrt2)^3=1/\sqrt8$.

The product of three singlet pairs has eight terms with amplitude $(-1)^p/\sqrt8$, where $p$ is the number of down spins on A. In $|\Psi\rangle$ the sign is also $(-1)^p$, because $p=3/2-m$. Reordering the orbitals changes all terms by one common sign. Two of the eight terms, $p=0$ and $p=3$, have magnitude $1/2$ in $|\Psi\rangle$; the other six have magnitude $1/6$. The overlap is, up to that common sign,

$$\frac1{\sqrt8}\left(2\cdot\frac12+6\cdot\frac16\right)=\frac2{\sqrt8}=\frac1{\sqrt2}.$$

The weight of the bonding determinant is therefore $\frac18\cdot\frac12=\frac1{16}$.

### Numerical example

CASSCF, which optimizes the orbitals together with the CI coefficients, was run in the cc-pVDZ basis. The ROHF atom has energy $-54.388414$, so two atoms have $-108.776828$ hartree.

| Distance (bohr) | CAS(6,6) (hartree) | CAS(10,8) (hartree) |
|---|---|---|
| 2.1 | $-109.090773$ | $-109.103494$ |
| 20.0 | $-108.776828$ | $-108.776829$ |

At 20 bohr both spaces agree with two atoms to within 0.1 microhartree. The six natural occupations are all 1.0000, whereas at 2.1 bohr they are 1.98, 1.94, 1.94, 0.06, 0.06 and 0.02. The bonding determinant has weight 0.0625 at 20 bohr. Evaluated with the same orbitals, its energy lies 1.09 hartree (29.7 eV) above two atoms. This excess comes from the remaining weight $15/16$: $7/8$ in terms with at least one ionic bond, and $1/8-1/16=1/16$ in the covalent singlet formed from two doublet atoms. The doublet part contributes only 0.013 hartree; the terms with ionic bonds supply the rest. Among these, weight $3/16$ belongs to neutral but excited atoms, formed by two oppositely polarized ionic bonds (0.053 hartree), and weight $11/16$ to charged atoms (1.02 hartree). The excess has not yet reached its limit at 20 bohr. Each bond puts 0, 1 or 2 electrons on A with probabilities $1/4,1/2,1/4$, a variance of $1/2$, so the mean product of the atomic charges over three bonds is $-3/2$. The ions therefore still attract by $1.5/20=0.075$ hartree, and at infinite separation the excess is 1.165 hartree (1.163 in the larger cc-pVTZ basis).

The energy rises between the two distances by $109.090773-108.776828=0.313945\approx0.3139$ hartree (8.54 eV) in CAS(6,6) and by 0.3267 hartree (8.89 eV) in CAS(10,8). The spaces share the same limit, so this difference comes from the bonded molecule, where the larger space lowers the energy by 0.0127 hartree. These values belong to this basis and the chosen distance of 2.1 bohr; they are not measured dissociation energies. They are not converged in the basis: in cc-pVTZ the rise from 2.1 bohr to two ROHF atoms is 0.3246 hartree (8.83 eV) in CAS(6,6) and 0.3371 hartree (9.17 eV) in CAS(10,8), about 0.3 eV more, and the larger space lowers the energy by 0.0125 hartree.

## Comparison

| Quantity | Estimate | Exact |
|---|---|---|
| Singlets, CAS(6,6) | 290 | 175 |
| Singlets, CAS(10,8) | 1580 | 1176 |
| Weight of bonding determinant | 1/8 | 1/16 |

The estimated counts are too high by about 66% and 34% of the exact values. The source is mainly the singlet fraction. Dividing $D_0$ by $\binom nk^2$ gives the exact fraction

$$1-\frac{n-k}{k+1}\cdot\frac{k}{n-k+1}=\frac{n+1}{(k+1)(n-k+1)} .$$

This is $7/16\approx0.44$ for CAS(6,6) and $9/24\approx0.38$ for CAS(10,8), against the estimates $4/6\approx0.67$ and $4/8=0.50$. At half filling, $k=n/2$, the exact fraction is $4(n+1)/(n+2)^2$, which approaches $4/n$ for large $n$. The scaling law is right in that limit, and also for large $n$ at fixed $x$, though not at a fixed filling $k/n$ away from one half; six or eight orbitals are too few for it to be accurate.

For the bonding determinant, the estimate counts how often each atom receives one electron from every bond. It misses the spin coupling. Three singlet bonds do not leave three parallel spins on each atom: their overlap with the coupled quartets is $1/\sqrt2$, which supplies the missing factor of one half. CAS(6,6) provides the other configurations needed to recouple the spins and remove the ionic terms.

## Computed results

```
Singlets per open-shell number k: {0: 1, 2: 1, 4: 2, 6: 5}
CAS(6,6): determinants M=0: 400, M=1: 225
  singlet CSFs from explicit count: 175
  k=0: 20 occupations, 20 CSFs
  k=2: 90 occupations, 90 CSFs
  k=4: 30 occupations, 60 CSFs
  k=6: 1 occupations, 5 CSFs
CAS(10,8): determinants M=0: 3136, M=1: 1960
  singlet CSFs from explicit count: 1176
  k=0: 56 occupations, 56 CSFs
  k=2: 420 occupations, 420 CSFs
  k=4: 280 occupations, 560 CSFs
  k=6: 28 occupations, 140 CSFs
Overlap of three singlet pairs with coupled quartets: 0.707107
Basis cc-pVDZ; ROHF quartet N atom: -54.388414 hartree
Twice the atom: -108.776828 hartree
CASSCF(6,6) at R=2.1 bohr: -109.090773 hartree
CASSCF(10,8) at R=2.1 bohr: -109.103494 hartree
CASSCF(6,6) at R=20.0 bohr: -108.776828 hartree
CASSCF(10,8) at R=20.0 bohr: -108.776829 hartree
CAS(6,6) far energy minus two atoms: 0.00 microhartree
CAS(6,6) E(far)-E(near): 0.3139 hartree = 8.54 eV
CAS(10,8) far energy minus two atoms: -0.04 microhartree
CAS(10,8) E(far)-E(near): 0.3267 hartree = 8.89 eV
Natural occupations at R=2.1 bohr: 1.9813 1.9393 1.9393 0.0606 0.0606 0.0188
Natural occupations at R=20.0 bohr: 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000
Local determinant weights: largest 0.25000, smallest 0.02778
Sum of the 20 weights: 1.000000
Bonding determinant weight at R=20.0 bohr: 0.06250
Its energy above two atoms (same orbitals): 1.0904 hartree = 29.67 eV
```
